# Crack-spacing interval in a brittle scale on a stretched substrate, part 2

A brittle oxide scale on a stretched metal (the substrate) cracks into fragments, and we seek their lengths $L$. The scale has thickness $h$, modulus $E$, residual stress $\sigma_r$ and a single strength $\sigma_f$. Inertia is neglected and forces are per unit width. Measured from a fragment's centre, $x$ runs along the stretching direction, and a prime means $d/dx$. The thickness-averaged stress $\sigma$ is positive in tension and zero at the ends. The shear $\tau$ exerted by the metal on the scale is positive toward $+x$, and $w$ is the lag of the scale behind the substrate.

At substrate strain $\varepsilon$ the uncracked stress is $S=\sigma_r+E\varepsilon$, and $D=S-\sigma_f$. The first crack forms at the strain $(\sigma_f-\sigma_r)/E$.

Under constant sliding shear $\tau_y$, the profile is triangular:

$$
\sigma(x)=\frac{\tau_y}{h}\left(\frac L2-|x|\right).
$$

For an elastic interface, $\tau=kw$, it is

$$
\sigma(x)=S\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right],
\qquad
\ell=\sqrt{\frac{Eh}{k}}.
$$

Fragments longer than the critical length $L_c$ crack. For the elastic interface,

$$
L_c=2\ell\,\operatorname{arcosh}\frac SD .
$$

Under slow loading each fragment is halved when the falling $L_c$ reaches its length, so $L_c/2\le L\le L_c$. This covers the whole scale once $L_c$ has fallen to twice the length of the shortest initial fragment. For arbitrary increasing loading, with the same reservation about short initial fragments,

$$
\ell\ln\frac SD<L\le2\ell\,\operatorname{arcosh}\frac SD .
$$

The closing table includes a sudden-loading test of this interval: a long scale with an elastic interface, loaded at once to $S/\sigma_f=1.05$. Its "lattice" values come from a chain of breakable springs, in which any spring at or above the strength could break, chosen at random.

## Second half: bounded shear, saturation and a worked case

The scale has thickness $h$, modulus $E$, strength $\sigma_f$ and residual stress $\sigma_r$. At substrate strain $\varepsilon$ its uncracked stress is $S=\sigma_r+E\varepsilon$, and $D=S-\sigma_f$ is the excess over the strength. A fragment of length $L$ is centred at $x=0$. Its stress $\sigma$, the lag $w$ of the scale behind the substrate and the interface shear $\tau$ obey $h\sigma'=-\tau$ and $w'=(S-\sigma)/E$. An elastic interface has $\tau=kw$ and the recovery length $\ell=\sqrt{Eh/k}$, and its critical length $2\ell\operatorname{arcosh}(S/D)$ shrinks without limit. If $|\tau|\le\tau_y$, no crack forms closer than $\delta=h\sigma_f/\tau_y$ to an existing one, and no fragment shorter than $2\delta$ cracks.

Now let the interface be elastic up to $\tau_y$ and slip at constant shear beyond that. In the elastic profile the shear is greatest at the ends, where $-h\sigma'$ equals $(hS/\ell)\tanh(L/2\ell)$. When this exceeds $\tau_y$, slip zones form at both ends and leave an elastic core $|x|<a$. For the moment the law is taken as reversible, so that $\tau$ depends on the present lag alone.

In the core the even solution is $\sigma=S-C\cosh(x/\ell)$. Its shear is $\tau=-h\sigma'=(hC/\ell)\sinh(x/\ell)$, which must equal $\tau_y$ at $x=a$. With the stress

$$
q=\frac{\tau_y\ell}{h}
$$

this gives $C=q/\sinh(a/\ell)$. In the slip zones the triangular profile of constant shear applies. Thus

$$
\sigma=
\begin{cases}
S-q\,\dfrac{\cosh(x/\ell)}{\sinh(a/\ell)}, & |x|\le a,\\[2mm]
\dfrac{\tau_y}{h}\left(\dfrac L2-|x|\right), & a\le|x|\le\dfrac L2 .
\end{cases}
$$

The stress must be continuous at $|x|=a$, which fixes the size of the core:

$$
S-q\coth\frac a\ell=\frac{\tau_y}{h}\left(\frac L2-a\right).
$$

At fixed $S$ a longer fragment has a wider core. To see this, solve for $\tau_yL/2h=S-q\coth(a/\ell)+\tau_ya/h$ and differentiate with respect to $a$. Since $q/\ell=\tau_y/h$, the derivative is $(\tau_y/h)[1/\sinh^2(a/\ell)+1]$, which is positive. The peak stress $S-q/\sinh(a/\ell)$ rises with $a$, and so with $L$. There is again one critical length.

At that length the peak equals $\sigma_f$, so $\sinh(a/\ell)=q/D$. Then $\cosh(a/\ell)=\sqrt{1+q^2/D^2}$ and $q\coth(a/\ell)=\sqrt{D^2+q^2}$. The continuity condition gives the width of each slip zone, $L_c/2-a=(h/\tau_y)[S-\sqrt{D^2+q^2}]$. Adding $a=\ell\operatorname{arsinh}(q/D)$ and doubling,

$$
L_c=\frac{2h}{\tau_y}\left[S-\sqrt{D^2+q^2}\right]+2\ell\operatorname{arsinh}\frac qD .
$$

This applies when the slip zones have positive width, $S^2>D^2+q^2$. Otherwise the elastic formula holds. Because $S^2-D^2=\sigma_f(2S-\sigma_f)$, the condition can be written $\sigma_f(2S-\sigma_f)>q^2$. At the first crack $S=\sigma_f$ and it becomes $\sigma_f>q$. If $q$ is larger than $\sigma_f$, cracking passes through an elastic stage first.

The critical length still decreases with strain. With $R=\sqrt{D^2+q^2}$ and $\ell=hq/\tau_y$,

$$
\frac{dL_c}{dS}=\frac{2h}{\tau_y}\left[1-\frac DR-\frac{q^2}{DR}\right]
=\frac{2h}{\tau_y}\left[1-\frac RD\right]<0 ,
$$

where the last step uses $D^2+q^2=R^2$. The argument for slow loading therefore carries over, and $L_c/2\le L\le L_c$ under the same condition on the initial fragments. The decrease now ends at a finite length. For $D\gg q$, $R\approx D+q^2/2D$ and $\operatorname{arsinh}(q/D)\approx q/D$, so

$$
L_c\approx\frac{2h}{\tau_y}\left(\sigma_f-\frac{q^2}{2D}\right)+\frac{2hq^2}{\tau_yD}
=2\delta+\frac{hq^2}{\tau_yD}.
$$

The critical length approaches $2\delta$ from above, and the remainder falls inversely with the excess stress. The interface stiffness affects the approach through $q$, but not the limit.

A real slipping interface is not reversible. When a fragment splits at its centre, the shear beside the new crack must change sign in each daughter, and earlier slip remains. The formula for $L_c$ at finite strain is then a model estimate. The limiting interval survives. Let $p$ be the irreversible slip, with $\tau=k(w-p)$, where $p$ changes only at $|\tau|=\tau_y$ and in the sense of $\tau$. Suppose that a fragment with $L>2\delta$ stayed uncracked however far the strain rose. Compare it with the fully slipping state

$$
\sigma^*=\frac{\tau_y}{h}\left(\frac L2-|x|\right),\qquad \tau^*=\tau_y\operatorname{sgn}x ,
$$

whose stresses stay constant while its slip grows by $x$ per unit strain. Let $\Delta$ denote the actual value minus the value in this state, and a dot the derivative with respect to $\varepsilon$. The energy of the difference is

$$
N=\frac12\int\left[\frac{h(\Delta\sigma)^2}{E}+\frac{(\Delta\tau)^2}{k}\right]dx .
$$

Both states obey $\dot w'=1-\dot\sigma/E$, hence $\Delta\dot\sigma/E=-\Delta\dot w'$. Also $\Delta\dot\tau/k=\Delta\dot w-\Delta\dot p$. Since $\Delta\sigma$ vanishes at the ends, integration by parts gives

$$
-\int h\,\Delta\sigma\,\Delta\dot w'\,dx=\int h\,\Delta\sigma'\,\Delta\dot w\,dx=-\int\Delta\tau\,\Delta\dot w\,dx .
$$

This cancels the term $\int\Delta\tau\,\Delta\dot w\,dx$ from the interface, and what is left is

$$
\dot N=-\int(\tau-\tau^*)\dot p\,dx+\int(\tau-\tau^*)x\,dx .
$$

Where $\dot p$ is not zero, $\tau$ is at its limit with the sign of $\dot p$, so $(\tau-\tau^*)\dot p\ge0$ and the first term cannot be positive. The second equals $-M$, with

$$
M=\int|x|\,(\tau_y-\tau\operatorname{sgn}x)\,dx\ge0 .
$$

Thus $\dot N\le-M$. Because $N$ cannot become negative, $M$ must come arbitrarily close to zero as the strain rises. Force balance on the two halves gives $2h\sigma(0)=\int\tau\operatorname{sgn}x\,dx$. The shortfall of this integral from $\tau_yL$ is at most $4\tau_y\eta$ from the region $|x|<\eta$ and at most $M/\eta$ from the rest, for any small $\eta$. So $\sigma(0)$ comes arbitrarily close to $\tau_yL/2h$, which exceeds $\sigma_f$, and the fragment must crack after all. Since fragments cannot become shorter than $\delta$, a finite scale holds a finite number of cracks. Once enough strain has been supplied, every spacing lies between $\delta$ and $2\delta$, whatever the order of cracking, provided that no initial fragment was shorter than $\delta$.

For numbers, take a magnetite scale on mild steel pulled at room temperature to 1% strain, assumed uniform over many fragments. A steel with a sharp yield point stretches in bands at first, and its local strain can then differ from the average. Rough typical values are $h=20$ µm, $E=200$ GPa, $\sigma_f=300$ MPa and $\sigma_r=-100$ MPa. The steel yields in shear at $\tau_y=140$ MPa and has shear modulus $80$ GPa. The depth of steel that shears is assumed equal to $h$, so $k=80\,000/20=4000$ MPa/µm. Then

$$
\ell=\sqrt{\frac{200\,000\times20}{4000}}=31.6\ \text{µm},\qquad
q=\frac{140\times31.6}{20}=221\ \text{MPa}.
$$

The first crack appears at $400/200\,000=0.20\%$ strain. Since $q<\sigma_f$, the interface slips from the start of cracking. The final interval follows from

$$
\delta=\frac{20\times300}{140}=42.9\ \text{µm},\qquad2\delta=85.7\ \text{µm},
$$

or between 11.7 and 23.3 cracks per millimetre if all spacings sat at one end or the other.

At 1% strain $S=-100+2000=1900$ MPa and $D=1600$ MPa, so $\sqrt{D^2+q^2}=1615$ MPa. The slip zones contribute $(40/140)\times285=81.4$ µm and the core $2\times31.6\times0.138=8.7$ µm. Their sum is $L_c=90.1$ µm, about 5% above $2\delta$. An interface that never slipped would give 38.1 µm, less than $\delta$. It would need an end shear of $(h/\ell)\sqrt{S^2-D^2}\approx650$ MPa, far above what the steel can carry. In one simulated sequence using the stress profile above, the strain rose in irregular jumps to 1% and cracks formed at random points at or above the strength. It left 673 fragments between 43.1 and 89.9 µm long, with a mean of 59.4 µm, all inside the interval from $\delta$ to $L_c$.

The largest correction sized here comes from the steel. It yields at 0.117% strain, before the scale cracks, so it must flow in tension and in shear together. Let $s$ be its tensile stress and $b$ the sheared depth, and suppose that the whole sheared layer takes the full tensile strain. This overstates the effect, because the scale holds back the steel next to it. The von Mises condition is $s^2+3\tau^2=3\tau_y^2$, and the flow rule makes $s/\tau$ three times the ratio of tensile to shear strain rate. At large strain $w\approx\varepsilon x$, the shear strain is $\varepsilon x/b$, and $s/\tau=3b/x$. Hence $\tau=\tau_yx/\sqrt{x^2+3b^2}$. Integrating from the centre to the end and equating the force to $h\sigma_f$ gives

$$
\sqrt{\frac{L^2}{4}+3b^2}-\sqrt3\,b=\delta,\qquad
L=2\sqrt{\delta^2+2\sqrt3\,b\delta}.
$$

For $b=20$ µm this puts the longest surviving fragment at about 139 µm, 1.62 times $2\delta$. With less tensile strain in the sheared layer the same flow rule gives a length between $2\delta$ and this value. The lower bound $\delta$ stands if the steel does not harden, because the shear is then still at most $\tau_y$; hardening would reduce it. When the yielding substrate itself sets the shear limit, $2\delta$ should therefore not be used as an upper design limit on the spacing.

Other changes to $L_c$ at 1% strain are smaller, each taken with the remaining inputs fixed. Shear within the scale, falling linearly to zero at its free surface, adds $h/3G_s$ to $1/k$, where $G_s$ is the shear modulus of the scale, and raises $L_c$ to 91.5 µm. Doubling the sheared depth gives 94.4 µm. Transverse contraction of the steel by half the tensile strain lowers $S$ to 1766 MPa, and this change of $S$ alone gives 90.5 µm. The scale carries about 1.2% of the load in a steel sheet 2 mm thick. If the strength varies by 20% either way, the ideal final interval widens to 34–103 µm. Bending and the local field at a crack tip are left out and have not been sized. They may matter as much as the effects listed here, or more. The interface pulls only on the lower face of the scale, and the final fragments are just two to four thicknesses long, so the stress varies strongly through the thickness. For such short pieces a criterion based on the averaged stress is an approximation, and $\delta$ and $2\delta$ are estimates.

A strength criterion also needs enough energy behind it. Just before cracking, a fragment of length $L_c$ stores 17.7 J/m² per unit crack area in the scale and the elastic part of the interface. A rough toughness of 1.4 MPa√m corresponds to a fracture energy of 9.8 J/m², so the store is large enough to pay for the crack. About 10 J/m² of it lies in the interface and only about 7 J/m² in the scale, so this conclusion depends on the assumed sheared depth. This is a necessary condition only, because the two new fragments keep part of the energy and slip may dissipate some. With the other inputs and the ratio $b/h$ fixed, all lengths and the stored energy scale with $h$. Below about 11 µm the energy would not suffice, and a strength of 300 MPa could not be used at this strain.

Adhesion is the other condition. Once cracks have relaxed the axial stress, the contraction of the steel leaves a transverse compression of 1000 to 1100 MPa, which stores 50 to 60 J/m² of scale area. The higher figures add the residual stress to $E$ times half the tensile strain. The lower ones allow for the smaller contraction of the steel before it yields and for Poisson coupling to the axial stress. If the interface is no tougher than the scale, this can drive spalling from a debond slightly wider than the width at which it first buckles. At that width itself no energy is released. For a debonded strip clamped at its edges, which first buckles at a width of about 0.5 mm, 2 to 3% more width is enough. An interface this weak could also debond from the crack edges. At the end of a fragment of length $L_c$ the lag is about $(1900-150)\times45/200\,000=0.39$ µm, and the work done by the shear there, close to $\tau_y$ times the lag, is about 50 J/m², several times the fracture energy of the scale. The spacings above assume that the interface survives this. Where spalling occurs, the interval describes only the scale that remains attached. At service temperature creep would also change both $\sigma_r$ and the available shear, so these room-temperature numbers should not be carried over. The numerical output below lists the inputs and results.

## Table of computed values

```
INPUTS (rough: magnetite scale on mild steel)
scale thickness h = 20 um
scale modulus E = 200 GPa
scale Poisson ratio = 0.26
scale strength sigma_f = 300 MPa
residual stress = -100 MPa
shear limit tau_y = 140 MPa
steel shear modulus = 80 GPa
steel Poisson ratio = 0.30
sheared depth = 20 um
steel thickness = 2.0 mm
scale toughness = 1.4 MPa sqrt(m)
applied strain = 1.00 %
RESULTS
interface stiffness k = 4000 MPa/um
recovery length ell = 31.62 um
slip stress q = 221.4 MPa
steel yield strain = 0.117 %
first-crack strain = 0.200 %
uncracked stress S at applied strain = 1900 MPa
final lower bound delta = 42.86 um
final upper bound 2 delta = 85.71 um
crack density at 2 delta = 11.7 per mm
crack density at delta = 23.3 per mm
L_c at applied strain = 90.08 um
L_c if interface never slipped = 38.15 um
simulated fragments = 673 (count)
simulated shortest = 43.14 um
simulated mean = 59.44 um
simulated longest = 89.86 um
ELASTIC INTERFACE, SUDDEN LOADING (lengths in ell)
S/sigma_f = 1.05 (ratio)
lower bound = 3.045 ell
L_c/2 = 3.737 ell
L_c = 7.474 ell
lattice shortest = 3.20 ell
lattice longest = 7.45 ell
NEGLECTED EFFECTS
longest fragment, shared steel flow = 138.7 um
its ratio to 2 delta = 1.62
L_c with scale shear compliance = 91.55 um
L_c with doubled sheared depth = 94.44 um
S with transverse contraction = 1766 MPa
L_c with transverse contraction = 90.48 um
delta for strength 20% lower = 34.3 um
2 delta for strength 20% higher = 102.9 um
scale/steel load ratio = 1.24 %
stored energy per crack area = 17.7 J/m^2
scale fracture energy = 9.8 J/m^2
transverse stress after cracking = -1100 MPa
transverse energy for spalling = 60.5 J/m^2
```
